\section*{Elmore delay bounds the 50 percent delay in RC trees}

\section{Seven nodes, one inequality}

A driver charges a branched wire. The model has seven nodes, each with one resistor to its parent and one capacitor to ground. Resistances are in k$\Omega$ and capacitances in fF, so their products are in ps.

\begin{center}
\begin{tabular}{cccccc}
node & parent & $R$ & $C$ & Elmore & $t_{50}$\\
1 & source & 1.0 & 5 & 98.0 & 39.3\\
2 & 1 & 0.5 & 10 & 129.5 & 81.5\\
3 & 2 & 0.5 & 10 & 144.5 & 98.2\\
4 & 3 & 0.5 & 20 & 154.5 & 108.5\\
5 & 2 & 0.8 & 15 & 147.9 & 101.6\\
6 & 5 & 0.8 & 8 & 154.3 & 108.1\\
7 & 1 & 2.0 & 30 & 158.0 & 112.7
\end{tabular}
\end{center}

The last column is the time at which the node reaches half of its final voltage after a unit step at the source. It was found by diagonalizing the circuit equations and locating the crossing numerically. The Elmore delay of node $m$ is
\begin{equation}
T_m=\sum_j R_{mj}C_j ,
\label{elmore}
\end{equation}
where $R_{mj}$ is the resistance shared by the paths from the source to $m$ and to $j$. For node 1 all 98 fF charge through 1 k$\Omega$, giving 98 ps. Node 2 adds $0.5\times63=31.5$ ps, because 63 fF lie at or beyond it.

The ratio $t_{50}/T_m$ varies from 0.40 to 0.71, yet it stays below one. The claim to be proved is that $t_{50}<T_m$ at every node of every such tree. The assumptions are: finitely many nodes, all $R_k>0$ and $C_k>0$, every capacitor grounded, no resistor to ground, no inductance, capacitors initially empty, and an ideal unit step at the source.

\section{One resistor and one capacitor}

With $\tau=RC$ the response is $v(t)=1-e^{-t/\tau}$. Hence $t_{50}=\tau\ln2$, while $T=\tau$ and $v(T)=1-1/e\approx0.632$. To find an argument that survives generalization, I write the same response as a frequency integral. Let $q=1/\tau$ and $H(s)=q/(q+s)$. Then
\begin{align}
\frac{\operatorname{Im}[H(\mathrm i\omega)e^{\mathrm i\omega t}]}{\omega}
&=\frac{q^2\sin\omega t-q\omega\cos\omega t}{\omega(q^2+\omega^2)}\nonumber\\
&=\frac{\sin\omega t}{\omega}-\frac{\omega\sin\omega t}{q^2+\omega^2}
-\frac{q\cos\omega t}{q^2+\omega^2},
\end{align}
since $q^2/[\omega(q^2+\omega^2)]=1/\omega-\omega/(q^2+\omega^2)$. For $t>0$ the first term integrates over $0<\omega<\infty$ to $\pi/2$. Fourier inversion of $e^{-q|t|}$ gives $\int_0^\infty q\cos\omega t\,d\omega/(q^2+\omega^2)=(\pi/2)e^{-qt}$, and differentiating this in $t$ gives the same value for the integral of the middle fraction. The total is $\pi/2-\pi e^{-qt}$, so
\begin{equation}
v(t)=\frac12+\frac1\pi\int_0^\infty
\operatorname{Im}\!\left[H(\mathrm i\omega)e^{\mathrm i\omega t}\right]\frac{d\omega}{\omega}.
\label{inversion}
\end{equation}
This formula is linear. It therefore holds for any $v=\sum_jc_j(1-e^{-q_jt})$ with $\sum_jc_j=1$ and $H=\sum_jc_jq_j/(q_j+s)$, whatever the signs of the $c_j$.

At $t=T$ define
\begin{equation}
\theta(\omega)=\omega T+\arg H(\mathrm i\omega),\qquad
v(T)-\frac12=\frac1\pi\int_0^\infty |H|\sin\theta\,\frac{d\omega}{\omega}.
\label{phase}
\end{equation}
The question is now whether an oscillating integral is positive.

\section{Stages that do not load one another}

Next take $n$ stages in series, with ideal isolation between them, so that $H=\prod_k(1+s\tau_k)^{-1}$ and $T=\sum_k\tau_k$. For distinct $\tau_k$, partial fractions put $v$ in the form required by (\ref{inversion}); equal values follow by continuity of both sides. With $x_k=\omega\tau_k$,
\begin{equation}
|H|=\prod_k(1+x_k^2)^{-1/2},\qquad
\theta=\sum_k(x_k-\arctan x_k),\qquad
\omega\theta'=\sum_k\frac{x_k^3}{1+x_k^2}.
\end{equation}
The modulus falls with $\omega$. The phase $\theta$ rises from zero to infinity. The quantity $\omega\theta'$ also rises, because $x^3/(1+x^2)$ has derivative $(3x^2+x^4)/(1+x^2)^2>0$.

These three properties settle the sign. Since $d\omega/\omega=d\theta/(\omega\theta')$,
\begin{equation}
v(T)-\frac12=\frac1\pi\int_0^\infty g(\theta)\sin\theta\,d\theta,\qquad
g=\frac{|H|}{\omega\theta'} ,
\label{g}
\end{equation}
and $g$ is positive and strictly decreasing. Near $\omega=0$ we have $\theta\propto\omega^3$, so $\omega\theta'\approx3\theta$ and $g\sin\theta\to1/3$; the lower end is harmless. At the upper end $|H|/\omega$ falls at least as fast as $\omega^{-2}$. Pairing each positive half-wave with the negative one after it gives
\begin{equation}
\int_0^\infty g\sin\theta\,d\theta=\sum_{r=0}^\infty\int_0^\pi
\left[g(2\pi r+\varphi)-g(2\pi r+\pi+\varphi)\right]\sin\varphi\,d\varphi>0 .
\label{pairs}
\end{equation}
Thus $v(T)>1/2$ for isolated stages.

The limit of many equal stages shows how little room remains. The impulse response is then the probability density of a sum of $n$ independent exponential times, with mean $n\tau$ and standard deviation $\sqrt n\,\tau$. Chebyshev's inequality bounds the probability of lying two or more standard deviations below the mean by $1/4$. The median $t_{50}$ must lie above that point, so
\begin{equation}
1-\frac{2}{\sqrt n}<\frac{t_{50}}{T}<1 ,
\label{cheb}
\end{equation}
and the ratio tends to one.

\section{A tree is still a product}

In a real tree the stages load one another. Let $D_k$ be the set containing node $k$ and everything beyond it, and let $g_k=1/R_k$. This set touches the rest of the circuit through $R_k$ alone. Current balance at its nodes reads
\begin{equation}
(\mathsf G+s\mathsf C)\mathbf V=g_kV_{\rm parent}\,\mathbf e_k ,
\end{equation}
where $\mathsf G$ and $\mathsf C$ are the conductance and capacitance matrices of $D_k$, with $g_k$ included in $\mathsf G_{kk}$. So $V_k=W_k(s)V_{\rm parent}$ with $W_k=g_k[(\mathsf G+s\mathsf C)^{-1}]_{kk}$, and the transfer function to node $m$ is $H_m=\prod_kW_k$ over the nodes $k$ on its path. At $s=0$ equal voltages solve the equations, so $W_k(0)=1$.

The quadratic form $\mathbf x^{\rm T}\mathsf G\mathbf x$ is $g_kx_k^2$ plus a conductance times a squared difference for each resistor inside $D_k$. It vanishes only at $\mathbf x=0$. Therefore $\mathsf A=\mathsf C^{-1/2}\mathsf G\mathsf C^{-1/2}$ has positive eigenvalues, and expansion in its orthonormal eigenvectors gives
\begin{equation}
W_k(s)=\sum_{j=1}^N\frac{w_j}{s+p_j},\qquad w_j>0,\quad 0<p_1<\dots<p_N .
\label{stage}
\end{equation}
Equal eigenvalues have been merged and those of zero weight dropped; each weight is $g_k/C_k$ times a sum of squared eigenvector components at $k$. In time, $W_k$ is the positive function $\sum_jw_je^{-p_jt}$ with unit area. Convolution of such functions gives an impulse response $h_m(t)>0$ for $t>0$, also of unit area. Each $v_m$ thus rises strictly from 0 to 1, and $t_{50}$ is unique.

To connect $H_m$ with (\ref{elmore}), equate the current through $R_k$ to the charging current beyond it:
\begin{equation}
\frac{1}{W_k}=1+sR_k\sum_{j\in D_k}C_j\frac{V_j}{V_k}
=1+sR_k\sum_{j\in D_k}C_j+O(s^2).
\end{equation}
Multiplying along the path gives $-H_m'(0)=\sum_kR_k\sum_{j\in D_k}C_j$. A given $C_j$ is counted with each resistor common to both paths, so this is $T_m$. Because $H_m(s)=\int_0^\infty h_me^{-st}dt$, the Elmore delay is the mean of $h_m$, whereas $t_{50}$ is its median.

\section{Poles, zeros and a positive count}

On the negative axis put $s=-x$ in (\ref{stage}). The derivative with respect to $x$ is $\sum_jw_j/(p_j-x)^2>0$, so between neighbouring poles $W_k$ climbs from $-\infty$ to $+\infty$ and has one zero $-z_j$. This accounts for all $N-1$ zeros of the numerator. Hence
\begin{equation}
W_k=\frac{\prod_{j=1}^{N-1}(1+s/z_j)}{\prod_{j=1}^{N}(1+s/p_j)},\qquad
p_1<z_1<p_2<\dots<z_{N-1}<p_N .
\end{equation}
For the first stage of the example, diagonalization gives poles at 0.0067, 0.0176, 0.0457, \dots\ ps$^{-1}$ and zeros at 0.0167, 0.0196, \dots\ ps$^{-1}$, in this alternating order.

Since $\partial_a\ln(1+s/a)=-s/[a(a+s)]$, each pole and the zero above it combine into
\begin{equation}
\ln(1+s/p)-\ln(1+s/z)=\int_p^z\frac{s\,da}{a(a+s)} .
\end{equation}
The last pole has no partner, and its interval extends to $z=\infty$. Let $\nu_m(a)$ be the number of stages on the path whose intervals contain $a$. Within one stage the intervals are disjoint, so $0\le\nu_m\le d$, where $d$ is the number of stages, and
\begin{equation}
H_m(s)=\exp\left[-\int_0^\infty\nu_m(a)\frac{s}{a(a+s)}\,da\right].
\label{count}
\end{equation}
If no zeros are present, $\nu_m$ rises by one at each pole, and (\ref{count}) returns the isolated stages. Loading changes the count but cannot make it negative.

\section{The half-waves again}

At $s=\mathrm i\omega$ the kernel in (\ref{count}) is
\begin{equation}
\frac{\mathrm i\omega}{a(a+\mathrm i\omega)}
=\frac{\omega^2+\mathrm i\omega a}{a(a^2+\omega^2)} .
\end{equation}
Its real part increases with $\omega$, so $|H_m|$ decreases. Its imaginary part gives $\arg H_m=-\int\nu_m\,\omega\,da/(a^2+\omega^2)$. Expanding (\ref{count}) to first order in $s$ gives $T_m=\int\nu_m\,da/a^2$. Together,
\begin{equation}
\theta=\int_0^\infty\nu_m\left[\frac{\omega}{a^2}-\frac{\omega}{a^2+\omega^2}\right]da
=\int_0^\infty\nu_m\frac{\omega^3}{a^2(a^2+\omega^2)}\,da .
\end{equation}
This rises from zero. It is unbounded, because $\nu_m\le d$ limits the phase lag to $d\pi/2$ while $\omega T_m$ grows. The remaining property concerns $\omega\theta'$. For each $a$,
\begin{align}
\omega\frac{d}{d\omega}\frac{\omega^3}{a^2+\omega^2}
&=\frac{3a^2\omega^3+\omega^5}{(a^2+\omega^2)^2},\\
\frac{d}{d\omega}\frac{3a^2\omega^3+\omega^5}{(a^2+\omega^2)^2}
&=\frac{(9a^2\omega^2+5\omega^4)(a^2+\omega^2)-4\omega(3a^2\omega^3+\omega^5)}{(a^2+\omega^2)^3}\nonumber\\
&=\frac{\omega^2(9a^4+2a^2\omega^2+\omega^4)}{(a^2+\omega^2)^3}>0 .
\end{align}
Weighting by $\nu_m/a^2\ge0$ preserves the sign, so $\omega\theta'$ increases.

Finally, (\ref{inversion}) applies. Diagonalizing the whole tree gives $v_m=1-\sum_jc_je^{-q_jt}$ with real $q_j>0$, and $v_m(0)=0$ requires $\sum_jc_j=1$. All conditions behind (\ref{g}) and (\ref{pairs}) hold: $\theta\propto\omega^3$ near zero, and $|H_m|$ falls as $\omega^{-d}$ at high frequency. Therefore
\begin{equation}
v_m(T_m)>\frac12,\qquad t_{50}<T_m ,
\end{equation}
at every node.

\section{Reading the example}

For node 4, solving $\theta=r\pi$ for the edges and integrating numerically between them gives the first four contributions to $v_4(T_4)-1/2$ as $0.1471$, $-0.0179$, $0.0072$ and $-0.0038$. The first pair sums to $0.1291$. Later pairs are positive, so this pair alone guarantees $v_4(T_4)>0.629$. The time-domain response gives $0.6340$.

Node 1 has the smallest ratio, $39.3/98.0=0.40$, but the largest voltage at its Elmore delay, $0.663$. With a single stage on the path, all coefficients $c_j=w_j/p_j$ are positive, and a stronger bound holds. Put $u_j=1/(p_jT_1)$; then $\sum_jc_ju_j=1$. The inequality $\ln u\ge1-1/u$ gives $e^{-1/u}\le u/e$, so
\begin{equation}
v_1(T_1)=1-\sum_jc_je^{-1/u_j}\ge1-\frac1e\approx0.632 .
\end{equation}
This does not extend to longer paths: node 7, with two stages, has $v_7(T_7)=0.628$.

\section{An impulse response with two maxima}

The proof did not assume that $h_m$ has a single peak, and it need not have one. Consider a path node with negligible capacitance, fed through $R$ and carrying a side branch $R'$, $C'$. If the next stage draws little current,
\begin{equation}
W\approx\frac{1+sR'C'}{1+s(R+R')C'}
=\alpha+\frac{1-\alpha}{1+s\tau},\quad
\alpha=\frac{R'}{R+R'},\quad \tau=(R+R')C' .
\end{equation}
Two such stages give a sharp pulse of area $\alpha^2$ followed by
\begin{equation}
h(t)\approx\left[\frac{2\alpha(1-\alpha)}{\tau}+\frac{(1-\alpha)^2t}{\tau^2}\right]e^{-t/\tau}.
\end{equation}
For $\alpha=0.2$ and $\tau=100$ ps, this starts at $0.0032$ ps$^{-1}$ and rises until $0.64-0.32-0.64\,t/\tau=0$, that is, $t=50$ ps.

A four-capacitor tree realizes this. The first stage has $R=0.4$, $R'=0.1$ k$\Omega$ and $C'=200$ fF; the second has $R=40$, $R'=10$ k$\Omega$ and $C'=2$ fF. The path nodes carry 0.2 and 0.002 fF. Evaluating the modal sum on a fine time grid at the second path node gives a maximum near 0.016 ps, a minimum of $0.0032$ ps$^{-1}$ near 0.3 ps, and a second maximum of $0.0039$ ps$^{-1}$ near 50 ps. The bound still holds: $t_{50}=126.9$ ps and $T=161.0$ ps.

\section{How close, and where it fails}

Isolation can be approached inside a passive chain by raising the impedance a factor $\rho$ per stage at fixed $R_kC_k=\tau$. Current balance gives
\begin{equation}
\frac1{W_k}=1+s\tau+\frac1\rho(1-W_{k+1}),
\end{equation}
without the last term at the end of the chain. For real $s\ge0$, $0<W_{k+1}\le1$, so the loading term vanishes as $\rho\to\infty$. The response then tends to that of isolated stages, $T\to n\tau$, and (\ref{cheb}) applies in the limit. No factor smaller than one can therefore replace the factor one in $t_{50}<T$ for all trees. With $\rho=100$, numerical diagonalization gives end-node ratios of 0.693, 0.837, 0.916 and 0.957 for 1, 2, 4 and 8 stages.

For a line with repeaters, suppose each repeater switches at half the supply and launches an ideal step through its output resistance. Count the input capacitance of the next repeater as part of the segment, as a fixed capacitor to ground. The bound then applies to each segment, so the sum of the segment Elmore delays, plus any intrinsic repeater delays, exceeds the total delay. In a real repeater the output resistance varies during switching and the delay depends on the slope of the input, so for real devices the sum is an estimate and not a guaranteed bound.

Inductance removes the guarantee. A series $R$ and $L$ feeding $C$ has $H=1/(1+sRC+s^2LC)$ and $-H'(0)=RC$. As $R\to0$ this tends to zero, while $v(t)\to1-\cos(t/\sqrt{LC})$ reaches one half at $t=(\pi/3)\sqrt{LC}>0$. The poles are then complex, and the positive count on the real axis is lost. Floating capacitors are also outside this proof. One in parallel with $R_k$ keeps the factorization into stages but replaces the drive factor $g_k$ by $g_k+sC_f$, where $C_f$ is its capacitance. This adds a constant to $W_k$ and makes each weight proportional to $g_k-p_jC_f$, which is negative for $p_j>g_k/C_f$, so (\ref{stage}) no longer holds. One between nodes that are not parent and child gives some $D_k$ a second connection to the rest of the circuit, and the factorization itself is lost at every node whose path from the source passes through such a $k$.

Numerical values quoted here were computed with a short program.
